# Small-component counts and surplus free-particle solutions in Gaussian spinor bases

## Problem

A free electron of mass \(m\) is described by the Dirac Hamiltonian in a finite Gaussian basis. Energies \(E\) are measured from the rest energy, so that

\[
H=\begin{pmatrix}0 & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & -2mc^2\end{pmatrix},
\qquad
\psi=\begin{pmatrix}\phi_L\\ \phi_S\end{pmatrix}.
\]

On this scale the exact spectrum is continuous and consists of \(E\ge 0\) and \(E\le -2mc^2\). In atomic units, where \(m=1\), the lower edge is written \(-2c^2\).

The large component is expanded in uncontracted shells. A shell \((l,\alpha)\) holds the \(2l+1\) functions \(h_l(\mathbf r)\,e^{-\alpha r^2}\), where \(h_l\) is a harmonic homogeneous polynomial of degree \(l\), and each function occurs with both spins. There are \(n_s,n_p,n_d,n_f\) shells with \(l=0,1,2,3\), and no two shells agree in both \(l\) and \(\alpha\). The number of scalar functions is \(N\), so the large space \(\mathcal L\) has dimension \(2N\).

The small component is expanded in a space \(W\), chosen in one of two ways:

- **Restricted kinetic balance:** \(W\) is spanned by \((\boldsymbol\sigma\cdot\mathbf p)\zeta\), with \(\zeta\) running over the large spinors.
- **Unrestricted kinetic balance:** \(W\) is spanned by all first derivatives \(\partial_k\chi\) of the scalar large functions \(\chi\), each with both spins.

(a) Find the dimension of \(W\) in both cases.

(b) How many eigenvalues of the free-particle matrix lie at \(-2mc^2\) in each case, and what is the rest of the spectrum?

(c) Show that the solutions at \(-2mc^2\) are unphysical.

(d) Evaluate the counts for a 4s3p2d1f set and describe its spectrum.

## Hints

1. Split \(x_k h_l\) into a harmonic polynomial of degree \(l+1\) and \(r^2\) times one of degree \(l-1\).
2. Use \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) to decide whether \(\boldsymbol\sigma\cdot\mathbf p\) can annihilate a normalizable function.
3. Put \(E=-2mc^2\) into the matrix equations before eliminating anything.
4. Ask what the energy of a surplus solution has to do with its momentum.

## Solution

### (a) Counting the functions

**Restricted balance.** The Pauli matrices obey \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\). The momentum components commute, so the antisymmetric term drops out and

\[
(\boldsymbol\sigma\cdot\mathbf p)^2=p^2 .
\]

If \(\boldsymbol\sigma\cdot\mathbf p\,\phi=0\), then \(p^2\phi=0\). In momentum space this confines \(\phi\) to the single point \(\mathbf p=0\), and a square-integrable function confined to one point is zero. Independent large spinors therefore have independent images, and

\[
\dim W_{\rm R}=2N=2n_s+6n_p+10n_d+14n_f .
\]

**Unrestricted balance.** Differentiating one large function gives

\[
\partial_k\left(h_l e^{-\alpha r^2}\right)=\left(\partial_k h_l-2\alpha x_k h_l\right)e^{-\alpha r^2}.
\]

The polynomial \(\partial_k h_l\) is harmonic of degree \(l-1\). Two Laplacians are needed to split \(x_kh_l\):

\[
\nabla^2(x_k h_l)=2\,\partial_k h_l,\qquad
\nabla^2(r^2\partial_k h_l)=[6+4(l-1)]\,\partial_k h_l=(4l+2)\,\partial_k h_l .
\]

Hence \(A_k=x_kh_l-r^2\partial_kh_l/(2l+1)\) is harmonic of degree \(l+1\), and

\[
\partial_k\left(h_l e^{-\alpha r^2}\right)=
\left[-2\alpha A_k+\left(1-\frac{2\alpha r^2}{2l+1}\right)\partial_k h_l\right]e^{-\alpha r^2}.
\]

The derivatives of an \(l\) shell thus have angular momenta \(l+1\) and \(l-1\), with one fixed radial factor for each.

It remains to show that both multiplets are complete. The span of all derivatives of a shell is invariant under rotations. The orbital operator \(\mathbf L^2\) therefore maps it into itself, and so do the projectors on \(l+1\) and \(l-1\), which are polynomials in \(\mathbf L^2\). Neither part vanishes for \(l\ge1\). With \(h_l=(x+iy)^l\),

\[
(\partial_x+i\partial_y)h_le^{-\alpha r^2}=-2\alpha(x+iy)^{l+1}e^{-\alpha r^2},
\qquad
(\partial_x-i\partial_y)h_l=2l(x+iy)^{l-1}.
\]

The ladder operators \(L_\pm\) then generate every other member of each multiplet. A shell with \(l\ge1\) gives \((2l+3)+(2l-1)=4l+2\) scalar functions. An s shell gives 3, since there is no \(l-1\) part.

Different shells do not duplicate each other. Polynomials times Gaussians of different exponents are linearly independent. At equal exponent, the same angular momentum \(l'\) can arise from \(l'-1\), with radial factor \(r^{l'}\), and from \(l'+1\), with radial factor \(r^{l'}\) times \(1-2\alpha r^2/(2l'+3)\). These two are independent as well. Including spin,

\[
\dim W_{\rm U}=6n_s+12n_p+20n_d+28n_f .
\]

The surplus over restricted balance is

\[
\dim W_{\rm U}-\dim W_{\rm R}=4n_s+6n_p+10n_d+14n_f .
\]

Unrestricted balance doubles the small space for p, d and f shells and triples it for s shells.

**Where the surplus sits in a single shell.** The operator \(\boldsymbol\sigma\cdot\mathbf p\) preserves \(j\) and reverses parity. For given \(j\), the orbital angular momentum can be \(j+\tfrac12\) or \(j-\tfrac12\), so the operator exchanges these two. It maps \((l,\,j=l+\tfrac12)\) to orbital \(l+1\), and \((l,\,j=l-\tfrac12)\) to orbital \(l-1\). The unrestricted space also contains orbital \(l+1\) with \(j=l+\tfrac32\) and, for \(l\ge2\), orbital \(l-1\) with \(j=l-\tfrac32\). These are the surplus functions. An s shell, for instance, has an unmatched \(p_{3/2}\) quartet.

### (b) The eigenvalues

Let \(\zeta_\mu\) be a basis of \(\mathcal L\) and \(\eta_\nu\) a basis of \(W\), with overlap matrices \(S_L\) and \(S_S\). Define

\[
\Pi_{\nu\mu}=\langle\eta_\nu|\boldsymbol\sigma\cdot\mathbf p|\zeta_\mu\rangle .
\]

Since \(\boldsymbol\sigma\cdot\mathbf p\) is Hermitian on these decaying functions, the opposite block is \(\Pi^\dagger\). With coefficient vectors \(a\) (large) and \(b\) (small), the projected Dirac equation reads

\[
c\,\Pi^\dagger b=E\,S_L a,\qquad
c\,\Pi a-2mc^2S_S b=E\,S_S b .
\]

Both choices of \(W\) contain \((\boldsymbol\sigma\cdot\mathbf p)\mathcal L\), because \(\boldsymbol\sigma\cdot\mathbf p\,\zeta\) is a combination of first derivatives with spin factors. This has a direct consequence. If \(\Pi a=0\), the function \(\boldsymbol\sigma\cdot\mathbf p\,\phi_L\) is orthogonal to all of \(W\) while lying in \(W\). It must vanish, and by part (a) \(\phi_L=0\). So \(\Pi\) has rank \(2N\).

**Solutions at \(E=-2mc^2\).** The terms in \(S_Sb\) cancel in the second equation, leaving \(\Pi a=0\) and hence \(a=0\). The first equation then becomes \(\Pi^\dagger b=0\). This is \(2N\) independent conditions on \(\dim W\) coefficients, so the number of solutions is

\[
\dim W-2N .
\]

It is zero for restricted balance and \(4n_s+6n_p+10n_d+14n_f\) for unrestricted balance. The solutions have no large component, and their small component is orthogonal to \((\boldsymbol\sigma\cdot\mathbf p)\mathcal L\).

In a basis of several shells they need not be the single-shell surplus functions of part (a). A \(p_{3/2}\) function derived from an s shell can overlap with the image of a \(d_{3/2}\) large function. The solutions are the combinations from which such overlaps have been removed.

**All other solutions.** For \(E\ne-2mc^2\) the second equation gives

\[
b=\frac{c}{E+2mc^2}\,S_S^{-1}\Pi a .
\]

Insertion in the first equation and multiplication by \(E+2mc^2\) yield

\[
c^2\,\Pi^\dagger S_S^{-1}\Pi\,a=E(E+2mc^2)\,S_La .
\]

The matrix \(\Pi^\dagger S_S^{-1}\Pi\) contains the projector \(P_W\) on the small space:

\[
(\Pi^\dagger S_S^{-1}\Pi)_{\mu\mu'}
=\langle\boldsymbol\sigma\cdot\mathbf p\,\zeta_\mu|P_W|\boldsymbol\sigma\cdot\mathbf p\,\zeta_{\mu'}\rangle
=\langle\zeta_\mu|p^2|\zeta_{\mu'}\rangle=2m\,T_{\mu\mu'} .
\]

The projector could be dropped because \(\boldsymbol\sigma\cdot\mathbf p\,\zeta_{\mu'}\) lies in \(W\). Here \(T\) is the nonrelativistic kinetic matrix. With its eigenvalues defined by \(Ta=t\,S_La\),

\[
E(E+2mc^2)=2mc^2\,t,\qquad
E_\pm=-mc^2\pm\sqrt{m^2c^4+2mc^2t}.
\]

Every \(t\) is positive, so \(E_+>0\) and \(E_-<-2mc^2\). The \(2N\) values of \(t\) give \(4N\) solutions. Together with the \(\dim W-2N\) found before, this makes \(\dim W+2N\), the full size of the matrix. Nothing here depends on which \(W\) is used, so unrestricted balance reproduces the restricted spectrum and adds the surplus at \(-2mc^2\).

If \(W\) did not contain \((\boldsymbol\sigma\cdot\mathbf p)\mathcal L\), the projector would remain. For \(f=\boldsymbol\sigma\cdot\mathbf p\,\phi_L\) with any \(\phi_L\) in \(\mathcal L\), \(\langle f|P_W|f\rangle\le\langle f|f\rangle\), so \(a^\dagger\Pi^\dagger S_S^{-1}\Pi a\le 2m\,a^\dagger Ta\) for every coefficient vector \(a\). By the min–max principle each ordered eigenvalue of \(\Pi^\dagger S_S^{-1}\Pi\) relative to \(S_L\) is then no larger than the corresponding \(2mt\). Since \(E_+\) increases with \(t\), the upper energies come out lower than, or equal to, the balanced values. Kinetic balance removes this lowering.

### (c) Why the surplus solutions are unphysical

An exact solution at \(E=-2mc^2\) would satisfy \(c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L=0\), hence \(\phi_L=0\), and then \(\boldsymbol\sigma\cdot\mathbf p\,\phi_S=0\), hence \(\phi_S=0\). There is no normalizable solution. The value \(-2mc^2\) is the edge of the continuum and belongs to zero momentum.

A surplus solution \((0,\phi)\) does not have zero momentum. Acting with the full Hamiltonian gives

\[
H\begin{pmatrix}0\\ \phi\end{pmatrix}
=\begin{pmatrix}c\,\boldsymbol\sigma\cdot\mathbf p\,\phi\\ -2mc^2\phi\end{pmatrix}.
\]

The upper entry is not zero. It is merely orthogonal to every large function in the basis, so the matrix does not register it. For normalized \(\phi\) the energy variance is

\[
\langle H^2\rangle-\langle H\rangle^2
=c^2\langle p^2\rangle+(2mc^2)^2-(2mc^2)^2=c^2\langle p^2\rangle .
\]

A non-zero variance alone does not single out these solutions, since every normalizable state in a continuum has one. The distinguishing defect is that their energy is \(-2mc^2\) whatever their momentum. Eliminating \(a\) instead of \(b\) in part (b) shows that for an ordinary solution \(2mt=\|P_{\mathcal L}\,\boldsymbol\sigma\cdot\mathbf p\,\phi_S\|^2/\|\phi_S\|^2\), with \(P_{\mathcal L}\) the projector on the large space. This is positive but in general smaller than the \(\langle p^2\rangle\) of \(\phi_S\). An ordinary negative-energy solution thus registers part of its kinetic energy, and a surplus solution registers none. For a lone s shell with \(\alpha=1\,a_0^{-2}\), the ordinary solution lies \(t=3\hbar^2\alpha/2m=40.82\) eV below the edge, although its small component has the same kinetic energy, \(5\hbar^2\alpha/2m\), as the surplus quartet.

The missing coupling can be restored. Take the normalized large function \(\boldsymbol\sigma\cdot\mathbf p\,\phi/\sqrt{\langle p^2\rangle}\) together with \(\phi\). In the space of these two functions alone,

\[
H\to\begin{pmatrix}0&c\sqrt{\langle p^2\rangle}\\ c\sqrt{\langle p^2\rangle}&-2mc^2\end{pmatrix},
\qquad
E_-=-mc^2-\sqrt{m^2c^4+c^2\langle p^2\rangle}.
\]

For \(\langle p^2\rangle\ll m^2c^2\) this is \(E_-\approx-2mc^2-\langle p^2\rangle/2m\). The energy falls by the kinetic energy that the smaller basis had hidden.

For the s-shell surplus this can be made explicit. The function \(x_k e^{-\alpha r^2}\) has the momentum-space form \(q_k e^{-q^2/4\alpha}\), with \(\mathbf q=\mathbf p/\hbar\). One integration by parts gives

\[
\langle q^2\rangle=\frac{\int_0^\infty q^6e^{-q^2/2\alpha}\,dq}{\int_0^\infty q^4e^{-q^2/2\alpha}\,dq}=5\alpha,
\qquad
\frac{\langle p^2\rangle}{2m}=\frac{5\hbar^2\alpha}{2m}.
\]

For \(\alpha=1\,a_0^{-2}\), with \(a_0\) the Bohr radius, the kinetic energy is 68.03 eV. With \(2mc^2=1\,021\,997.90\) eV, the energy spread is

\[
c\sqrt{\langle p^2\rangle}=\sqrt{1\,021\,997.90\times68.028}\ \text{eV}\approx8338\ \text{eV}.
\]

The missing partner is a \(d_{3/2}\) function. A d shell with the same exponent supplies it, but this does not remove the surplus. The d shell adds a second \(p_{3/2}\) radial function, \(r(1-2\alpha r^2/5)e^{-\alpha r^2}\), to \(W\). With two small \(p_{3/2}\) quartets and one large \(d_{3/2}\) quartet, one \(p_{3/2}\) combination still lies at \(-2mc^2\). The d shell also brings ten surplus functions of its own, so the total rises from 4 to \(26-12=14\). By the count in part (a), enlarging the basis by any shell increases the surplus.

### (d) A 4s3p2d1f set

The model exponents, in \(a_0^{-2}\), are 0.25, 1, 4, 16 for s; 0.25, 1, 4 for p; 1, 4 for d; and 1 for f. The counts are

\[
N=4\cdot1+3\cdot3+2\cdot5+1\cdot7=30,\qquad \dim W_{\rm R}=60,
\]
\[
\dim W_{\rm U}=4\cdot6+3\cdot12+2\cdot20+1\cdot28=128,
\qquad 128-60=68 .
\]

The matrices were built from analytic Gaussian integrals and diagonalized numerically as generalized Hermitian eigenvalue problems. The numbers of solutions are:

| Balance | \(E>0\) | \(E=-2mc^2\) | \(E<-2mc^2\) |
|---|---:|---:|---:|
| Restricted | 60 | 0 | 60 |
| Unrestricted | 60 | 68 | 60 |

The lowest kinetic eigenvalue is \(t=9.282\) eV. The lowest positive energy equals it to the digits given, because the relativistic correction is of order \(t^2/2mc^2\approx10^{-4}\) eV. From \(E_++E_-=-2mc^2\), its partner lies 9.282 eV below the edge, at \(-1\,022\,007.18\) eV.

Diagonalizing \(p^2/2m\) within the 68-dimensional surplus space gives kinetic energies from 15.34 to 1806.80 eV. All these states nevertheless share the energy \(-2mc^2\).

The exact degeneracy is a free-particle result. In a potential \(V\), the matrix of \(V\) within the surplus space enters at first order and in general splits the level. A central \(V\) keeps each \(2j+1\) multiplet degenerate, so the quartet of a lone s shell is only shifted, and \(V\) also mixes the surplus with the nearby negative-energy solutions. The surplus solutions are then no longer recognizable by a common energy.

## Variation 1: Cartesian small-component sets

*Let the small space instead contain, for each large shell \((l,\alpha)\), all Cartesian Gaussians of degrees \(l+1\) and \(l-1\) with exponent \(\alpha\) and both spins. How many solutions lie at \(-2mc^2\) for the set in part (d)?*

There are \((n+1)(n+2)/2\) monomials of degree \(n\). With spin, one isolated shell gives

\[
(l+2)(l+3)+l(l+1)
\]

functions, which is 6, 14, 26 and 42 for s, p, d and f. If no exponent were shared between shells, the total would be \(4\cdot6+3\cdot14+2\cdot26+42=160\).

Here exponents are shared and some monomials coincide, so the count goes exponent by exponent:

- \(\alpha=16\) (s): degree 1, 3 functions.
- \(\alpha=0.25\) (s, p): degrees 0 to 2, 10 functions.
- \(\alpha=4\) (s, p, d): degrees 0 to 3, 20 functions.
- \(\alpha=1\) (s, p, d, f): degrees 0 to 4, 35 functions.

The sum is 68 scalar functions, or 136 with spin. This space contains all first derivatives of the large functions, so part (b) applies and gives \(136-60=76\) solutions at \(-2mc^2\). The other 120 energies are unchanged.

The new surplus space contains the old one, so its lowest kinetic energy cannot be higher. Numerically it drops from 15.34 to 7.45 eV.

## Variation 2: Positive-energy content

*Expand a surplus solution \((0,\phi)\) in exact free-particle states. What is the weight of positive-energy states, and how does the mean energy remain \(-2mc^2\)?*

Let \(E_p=\sqrt{m^2c^4+c^2p^2}\), and let \(\boldsymbol\alpha\) and \(\beta\) be the Dirac matrices. Since \((c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2)^2=E_p^2\), the projector on positive energies is

\[
\Lambda_+=\frac12\left(1+\frac{c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2}{E_p}\right).
\]

In the lower block \(\beta=-1\), and \(\boldsymbol\alpha\cdot\mathbf p\) has no element there. At momentum \(p\) the weight is therefore

\[
w_p=\frac12\left(1-\frac{mc^2}{E_p}\right).
\]

The two branches have energies \(\pm E_p-mc^2\), and their mean is

\[
w_p(E_p-mc^2)+(1-w_p)(-E_p-mc^2)
=-mc^2+(2w_p-1)E_p=-2mc^2 .
\]

The value \(-2mc^2\) is thus an average over states above zero and states below the edge, at every momentum. For \(p\ll mc\), \(w_p\approx p^2/4m^2c^2\), which is the kinetic energy divided by \(2mc^2\). For the s-shell surplus with \(\alpha=1\,a_0^{-2}\) the estimate is \(68.03/1\,021\,998\approx6.66\times10^{-5}\). Numerical quadrature of \(w_p\) over the momentum distribution gives \(6.65\times10^{-5}\). The weight is small, but it multiplies an energy difference of about \(2mc^2\), which is how it offsets the kinetic energy of the negative branch.

Numerical values quoted here were computed with a short program.
